# Why charged-defect energies in periodic slabs grow linearly with vacuum: a numerical check

```python
# RESULT UNDER TEST (Hartree atomic units, Coulomb energy 1/r):
# a sheet of charge q per cell area A, repeated with period L along z in a
# uniform neutralizing background, has energy pi q^2 L/(6A) per cell, and the
# formation energy of a charged defect in a slab grows with this slope in L.
# Symbols: p, M = first and second z-moments of the total charge of a cell;
# "open" = slab without images or background along z, kernel -2 pi |z-z'|/A.
# The model slab is laterally averaged and treated in the Hartree mean field.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import circulant, eigh

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
AREA = 400.0          # bohr^2
STEP = 0.25           # grid spacing, bohr
LENGTHS = (40.0, 60.0, 80.0)
SUBBAND_ELECTRONS = 20.0
CORE_WIDTH = 1.5
WELL_DEPTH, WELL_WIDTH = 1.5, 2.0
DEFECT_DEPTH, DEFECT_WIDTH = 0.02, 1.0


def plate_energy(q, length, area=AREA):
    return np.pi * q**2 * length / (6 * area)


def make_grid(length):
    n = int(round(length / STEP))
    return (np.arange(n) - n // 2) * STEP


def gaussian(z, width):
    return np.exp(-z**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def periodic_kernel(z):
    g = 2 * np.pi * np.fft.fftfreq(len(z), STEP)
    coeff = np.zeros(len(z))
    coeff[1:] = 4 * np.pi / g[1:]**2       # G = 0 dropped: uniform background
    return circulant(np.fft.ifft(coeff).real / (STEP * AREA))


def open_kernel(z):
    distance = np.abs(z[:, None] - z[None, :])
    np.fill_diagonal(distance, STEP / 6)   # quadrature correction at the kink
    return -2 * np.pi * distance / AREA


def kinetic_matrix(z):
    g = 2 * np.pi * np.fft.fftfreq(len(z), STEP)
    return circulant(np.fft.ifft(g**2 / 2).real)


def coulomb_energy(kernel, rho):
    return 0.5 * STEP**2 * rho @ kernel @ rho


def short_range_well(z, defect):
    v = -WELL_DEPTH * np.exp(-z**2 / (2 * WELL_WIDTH**2))
    if defect:
        v = v - DEFECT_DEPTH * np.exp(-z**2 / (2 * DEFECT_WIDTH**2))
    return v


def solve_slab(z, kernel, q, defect):
    """Self-consistent slab: energy, highest filled level, total charge."""
    core = (2 * SUBBAND_ELECTRONS + q) * gaussian(z, CORE_WIDTH)
    well = short_range_well(z, defect)
    kinetic = kinetic_matrix(z)
    density = 2 * SUBBAND_ELECTRONS * gaussian(z, CORE_WIDTH)
    for _ in range(300):
        phi = STEP * kernel @ (core - density)
        levels, orbitals = eigh(kinetic + np.diag(well - phi),
                                subset_by_index=[0, 1])
        new = SUBBAND_ELECTRONS * (orbitals**2).sum(axis=1) / STEP
        change = np.max(np.abs(new - density))
        if change < 1e-9:
            break
        density = density + 0.5 * (new - density)
    assert change < 1e-9, "self-consistency not reached"
    rho = core - new
    energy = (SUBBAND_ELECTRONS * levels.sum() + STEP * new @ phi
              + coulomb_energy(kernel, rho))
    return energy, levels[1], rho


# --- 1. Sheet: potential and energy from Fourier sum and from the field
modes = np.arange(1, 200001)
for length in LENGTHS:
    g = 2 * np.pi * modes / length
    for z0 in (0.0, 0.13 * length, 0.5 * length):
        summed = 8 * np.pi / length * np.sum(np.cos(g * z0) / g**2)
        formula = 2 * np.pi * (length / 6 - z0 + z0**2 / length)
        assert abs(summed - formula) < 1e-5 * length
    fourier_energy = 4 * np.pi / (AREA * length) * np.sum(1 / g**2)
    half = quad(lambda z: (2*np.pi/AREA * (1 - 2*z/length))**2, 0, length/2)[0]
    field_energy = AREA / (8 * np.pi) * 2 * half
    assert abs(fourier_energy / plate_energy(1, length) - 1) < 1e-5
    assert abs(field_energy / plate_energy(1, length) - 1) < 1e-10

# --- 2. Moment identity for a lopsided charged layer
z = make_grid(40.0)
layer = 3 * gaussian(z - 2, 1.0) - 2 * gaussian(z + 1, 1.3)
q_l, p_l, m_l = (STEP * np.sum(layer * z**k) for k in range(3))
moment_term = 2 * np.pi * (q_l * m_l - p_l**2) / (AREA * 40.0)
identity_error = (coulomb_energy(periodic_kernel(z), layer)
                  - coulomb_energy(open_kernel(z), layer)
                  - plate_energy(q_l, 40.0) - moment_term)
assert abs(identity_error) < 1e-6 and abs(moment_term) > 1e-3

# --- 3. Formation energies of defects in the self-consistent slab
charges = (0, 1, 2, -1)
z_open = make_grid(40.0)
k_open = open_kernel(z_open)
host_open = solve_slab(z_open, k_open, 0, False)
m_host = STEP * np.sum(host_open[2] * z_open**2)
formation_open, m_defect = {}, {}
for q in charges:
    e, _, rho = solve_slab(z_open, k_open, q, True)
    formation_open[q] = e - host_open[0] + q * host_open[1]
    m_defect[q] = STEP * np.sum(rho * z_open**2)

formation, predicted = {}, {}
for length in LENGTHS:
    z = make_grid(length)
    kernel = periodic_kernel(z)
    e_host, level_host, _ = solve_slab(z, kernel, 0, False)
    level_shift = -2 * np.pi * m_host / (AREA * length)
    assert abs(level_host - host_open[1] - level_shift) < 2e-5
    for q in charges:
        e, _, rho = solve_slab(z, kernel, q, True)
        if q == -1 and length == LENGTHS[0]:
            rho_negative = rho
        formation[q, length] = e - e_host + q * level_host
        predicted[q, length] = (
            formation_open[q] + plate_energy(q, length)
            + 2*np.pi*q*(m_defect[q] - m_host) / (AREA*length))
        error = abs(formation[q, length] - predicted[q, length])
        # neglected relaxation is of order 1/L^2 and proportional to q^2
        assert error < 0.005 * plate_energy(q, length) + 1e-5

slopes = {q: (formation[q, 80.0] - formation[q, 60.0]) / 20 for q in charges}
for q in (1, 2, -1):
    assert abs(slopes[q] / plate_energy(q, 1.0) - 1) < 0.03
neutral_change = formation[0, 80.0] - formation[0, 40.0]
assert abs(neutral_change) < 1e-6
bare_moment = CORE_WIDTH**2
screened_moment = m_defect[1] - m_defect[0]
assert screened_moment > 1.1 * bare_moment     # the electrons do respond


# --- 4. Compact Gaussian charge in three dimensions: order of limits
def gaussian_cell_energy(side, length, width=1.0):
    def axis(period):
        top = int(6 / width * period / (2 * np.pi)) + 1
        return 2 * np.pi * np.arange(-top, top + 1) / period
    gx, gz = axis(side), axis(length)
    g2 = (gx[:, None, None]**2 + gx[None, :, None]**2
          + gz[None, None, :]**2).ravel()
    g2 = g2[g2 > 1e-12]
    return 2*np.pi/(side**2*length) * np.sum(np.exp(-g2*width**2) / g2)


def subtract_length_terms(side, length):
    return (gaussian_cell_energy(side, length)
            - plate_energy(1, length, side**2)
            - 2 * np.pi / (side**2 * length))


rest_16 = subtract_length_terms(16.0, 48.0)
rest_16_longer = subtract_length_terms(16.0, 64.0)
rest_32 = subtract_length_terms(32.0, 64.0)
isolated = 1 / (2 * np.sqrt(np.pi))
assert abs(rest_16 - rest_16_longer) < 1e-6
assert abs(2 * rest_32 - rest_16 - isolated) < 1e-5
alpha = 16 * (rest_16 - isolated)
assert alpha < 0

# --- 5. Negative slab: electrons prefer the vacuum beyond a critical length
binding = -host_open[1]
critical_length = 2 * AREA * binding / np.pi
slab_weight = {}
for factor in (0.8, 1.3):
    length = 0.5 * round(2 * factor * critical_length)
    z = make_grid(length)
    pad = (len(z) - len(rho_negative)) // 2
    rho = np.pad(rho_negative, pad)
    phi = STEP * periodic_kernel(z) @ rho
    potential = short_range_well(z, True) - phi
    _, orbitals = eigh(kinetic_matrix(z) + np.diag(potential),
                       subset_by_index=[0, 1])
    weights = (orbitals[np.abs(z) < 10]**2).sum(axis=0)
    slab_weight[factor] = (length, weights.min())
assert slab_weight[0.8][1] > 0.99
assert slab_weight[1.3][1] < 0.1

# --- Printed numbers
print(f"Cell area A = {AREA:.0f} bohr^2")
slope = plate_energy(1, 1.0)
print(f"Sheet slope, q=1: {slope:.6f} hartree/bohr"
      f" = {slope*HARTREE_EV:.5f} eV/bohr")
for length in LENGTHS:
    e = plate_energy(1, length)
    print(f"Sheet energy, q=1, L={length:.0f} bohr: {e:.5f} hartree"
          f" = {e*HARTREE_EV:.3f} eV")
print(f"Lopsided layer: q={q_l:.3f} e, p={p_l:.3f} e bohr,"
      f" M={m_l:.3f} e bohr^2")
print(f"Lopsided layer, L=40 bohr: moment term {moment_term:.6f} hartree,"
      f" identity error {identity_error:.1e} hartree")
print(f"Slab: {2*SUBBAND_ELECTRONS:.0f} electrons,"
      f" core width {CORE_WIDTH} bohr")
print(f"Slab well: depth {WELL_DEPTH} hartree, width {WELL_WIDTH} bohr")
print(f"Defect well: depth {DEFECT_DEPTH} hartree, width {DEFECT_WIDTH} bohr")
print(f"Host highest filled level, open: {host_open[1]:.5f} hartree")
print(f"Host second moment M: {m_host:.4f} e bohr^2")
for q in charges:
    print(f"Defect q={q:+d}: open formation energy"
          f" {formation_open[q]:.5f} hartree, M={m_defect[q]:.4f} e bohr^2")
    for length in LENGTHS:
        print(f"  L={length:.0f} bohr: computed {formation[q, length]:.5f},"
              f" predicted {predicted[q, length]:.5f} hartree")
    print(f"  slope from L=60 to 80 bohr: {slopes[q]:.6f} hartree/bohr;"
          f" law {plate_energy(q, 1.0):.6f}")
rise = formation[1, 80.0] - formation[1, 40.0]
print(f"Rise for q=+1 from L=40 to 80 bohr: {rise:.5f} hartree"
      f" = {rise*HARTREE_EV:.3f} eV")
print(f"Neutral defect, change L=40 to 80 bohr: {neutral_change:.1e} hartree")
print(f"Second moment added by q=+1: bare {bare_moment:.3f},"
      f" with response {screened_moment:.3f} e bohr^2")
print(f"Gaussian charge, width 1 bohr: isolated {isolated:.6f} hartree,"
      f" extrapolated {2*rest_32-rest_16:.6f} hartree")
print(f"Square-lattice constant alpha: {alpha:.4f} hartree bohr")
print(f"L/a where plate term cancels alpha/a: {-6*alpha/np.pi:.3f}")
print(f"Spill-out estimate for q=-1: L = {critical_length:.1f} bohr")
for length, weight in slab_weight.values():
    print(f"  L={length:.1f} bohr: smallest slab weight of the two"
          f" lowest states {weight:.4f}")
print("all good")
```

Running it gives:

```
Cell area A = 400 bohr^2
Sheet slope, q=1: 0.001309 hartree/bohr = 0.03562 eV/bohr
Sheet energy, q=1, L=40 bohr: 0.05236 hartree = 1.425 eV
Sheet energy, q=1, L=60 bohr: 0.07854 hartree = 2.137 eV
Sheet energy, q=1, L=80 bohr: 0.10472 hartree = 2.850 eV
Lopsided layer: q=1.000 e, p=8.000 e bohr, M=9.620 e bohr^2
Lopsided layer, L=40 bohr: moment term -0.021355 hartree, identity error -5.1e-07 hartree
Slab: 40 electrons, core width 1.5 bohr
Slab well: depth 1.5 hartree, width 2.0 bohr
Defect well: depth 0.02 hartree, width 1.0 bohr
Host highest filled level, open: -0.69434 hartree
Host second moment M: 2.6792 e bohr^2
Defect q=+0: open formation energy -0.42365 hartree, M=3.4560 e bohr^2
  L=40 bohr: computed -0.42365, predicted -0.42365 hartree
  L=60 bohr: computed -0.42365, predicted -0.42365 hartree
  L=80 bohr: computed -0.42365, predicted -0.42365 hartree
  slope from L=60 to 80 bohr: -0.000000 hartree/bohr; law 0.000000
Defect q=+1: open formation energy -1.13758 hartree, M=7.2288 e bohr^2
  L=40 bohr: computed -1.08347, predicted -1.08343 hartree
  L=60 bohr: computed -1.05786, predicted -1.05785 hartree
  L=80 bohr: computed -1.03197, predicted -1.03196 hartree
  slope from L=60 to 80 bohr: 0.001294 hartree/bohr; law 0.001309
Defect q=+2: open formation energy -1.88248 hartree, M=10.9081 e bohr^2
  L=40 bohr: computed -1.66673, predicted -1.66658 hartree
  L=60 bohr: computed -1.56408, predicted -1.56401 hartree
  L=80 bohr: computed -1.46041, predicted -1.46037 hartree
  slope from L=60 to 80 bohr: 0.005184 hartree/bohr; law 0.005236
Defect q=-1: open formation energy 0.25904 hartree, M=-0.4244 e bohr^2
  L=40 bohr: computed 0.31257, predicted 0.31262 hartree
  L=60 bohr: computed 0.33837, predicted 0.33839 hartree
  L=80 bohr: computed 0.36436, predicted 0.36437 hartree
  slope from L=60 to 80 bohr: 0.001299 hartree/bohr; law 0.001309
Rise for q=+1 from L=40 to 80 bohr: 0.05150 hartree = 1.401 eV
Neutral defect, change L=40 to 80 bohr: -3.3e-13 hartree
Second moment added by q=+1: bare 2.250, with response 3.773 e bohr^2
Gaussian charge, width 1 bohr: isolated 0.282095 hartree, extrapolated 0.282096 hartree
Square-lattice constant alpha: -1.9501 hartree bohr
L/a where plate term cancels alpha/a: 3.724
Spill-out estimate for q=-1: L = 176.8 bohr
  L=141.5 bohr: smallest slab weight of the two lowest states 1.0000
  L=230.0 bohr: smallest slab weight of the two lowest states 0.0000
all good
```
